# Collins-Kimball Capture by a Spherical Trap, Derived in Two Ways

In a model of electron capture in amorphous tantalum oxide, raising the electron mobility from $10^{-4}$ to $10^{-3}$ cm²/Vs multiplies the capture coefficient by 7.9. Raising it from $10^{-2}$ to $10^{-1}$ cm²/Vs, with the trap unchanged, multiplies it by only 1.28. Each step makes diffusion ten times faster, yet the second hardly helps. The reason is that a carrier must first reach the trap and then be taken up by it, and either process can be the slow one.

## The model

A neutral, empty, immobile trap is a sphere of radius $R$. Independent carriers diffuse around it with coefficient $D$. Their mean density $c$ depends on the distance $r$ from the centre and, in general, on the time $t$; far away it is $c_\infty$. There is no field, and a captured carrier is not released.

The carrier flux along the outward radius is $-D\,\partial c/\partial r$, so the flux into the trap is $+D\,\partial c/\partial r$. The trap takes up carriers at a rate per unit area proportional to the density at its surface:

$$D\left.\frac{\partial c}{\partial r}\right|_{R}=\kappa\,c(R). \tag{1}$$

The reactivity $\kappa$ is a speed. The density in (1) is the local one, which capture itself lowers. The capture coefficient $k$ is defined by the far density: an empty trap captures at the rate $k c_\infty$. Three abbreviations are useful:

$$k_D=4\pi DR,\qquad k_a=4\pi R^2\kappa,\qquad h=\frac{k_a}{k_D}=\frac{\kappa R}{D}.$$

## First derivation: a constant current

In steady state no carriers accumulate between two concentric spheres, so the same inward current $I$ crosses each of them:

$$I=4\pi r^2D\frac{dc}{dr}.$$

Dividing by $4\pi r^2D$ and integrating from $r$ to infinity gives

$$c_\infty-c(r)=\frac{I}{4\pi D}\int_r^\infty\frac{dr'}{r'^2}=\frac{I}{4\pi Dr}. \tag{2}$$

At the surface this reads $c_\infty-c(R)=I/k_D$. Multiplying (1) by the area $4\pi R^2$ gives $I=k_a c(R)$, or $c(R)=I/k_a$. Adding the two relations removes $c(R)$:

$$c_\infty=I\left(\frac1{k_D}+\frac1{k_a}\right).$$

Since $k=I/c_\infty$,

$$\boxed{\frac1k=\frac1{k_D}+\frac1{k_a},\qquad k=\frac{k_Dk_a}{k_D+k_a}=\frac{k_a}{1+h}.} \tag{3}$$

This is the Collins-Kimball coefficient. Transport and uptake act as two resistances in series. The surface density follows from $c(R)=kc_\infty/k_a=c_\infty/(1+h)$, and (2) with $I=kc_\infty$ gives the profile

$$\frac{c(r)}{c_\infty}=1-\frac{h}{1+h}\frac Rr .$$

**Diffusion-limited form.** For $h\gg1$ the surface density is nearly zero and $k\to4\pi DR$. Since $k_D/k=1+1/h$, this form exceeds $k$ by the fraction $1/h$ of $k$.

**Reaction-limited form.** For $h\ll1$ the surface density is nearly $c_\infty$ and $k\to4\pi R^2\kappa$. Since $k_a/k=1+h$, this form exceeds $k$ by the fraction $h$ of $k$.

The rate grows as $R$ in the first case and, at fixed $\kappa$, as $R^2$ in the second. The response to mobility follows from $\ln k=\ln k_a-\ln(1+h)$. At fixed $k_a$ and $R$, $h\propto1/D$, so $dh/d\ln D=-h$ and

$$\frac{d\ln k}{d\ln D}=\frac{h}{1+h}. \tag{4}$$

The exponent falls from one to zero as diffusion becomes faster, which accounts for the opening numbers.

## Second derivation: the trap is switched on

Now let the density be uniform, $c=c_\infty$, when capture begins at $t=0$. No steady state is assumed. The density obeys

$$\frac{\partial c}{\partial t}=\frac{D}{r^2}\frac{\partial}{\partial r}\left(r^2\frac{\partial c}{\partial r}\right).$$

Let $u=c_\infty-c$ be the depletion. For a function of $r$ alone, the right-hand operator acting on $u$ equals $(D/r)\,\partial^2(ru)/\partial r^2$. Hence $ru$ obeys the one-dimensional equation $\partial_t(ru)=D\,\partial_r^2(ru)$ and starts from zero. Its Laplace transform, marked by a hat, satisfies

$$s\,(r\hat u)=D\,\frac{d^2(r\hat u)}{dr^2}.$$

The solution that vanishes far away is

$$\hat u=\frac{A}{r}e^{-q(r-R)},\qquad q=\sqrt{s/D}.$$

At the surface $\hat u(R)=A/R$ and $\hat u'(R)=-A(1+qR)/R^2$. Because $c=c_\infty-u$, condition (1) becomes $-D\hat u'(R)=\kappa[c_\infty/s-\hat u(R)]$, that is,

$$\frac{DA(1+qR)}{R^2}=\kappa\left(\frac{c_\infty}{s}-\frac AR\right).$$

Multiplying by $R^2/D$, using $\kappa R/D=h$ and collecting $A$ gives

$$A=\frac{hRc_\infty}{s(1+h+qR)}.$$

The capture coefficient at time $t$ is $k(t)=k_ac(R,t)/c_\infty$, with transform

$$\hat k=\frac{k_a}{s}\left[1-\frac{h}{1+h+qR}\right]. \tag{5}$$

To invert it, set $a=(1+h)\sqrt D/R$, so that $1+h+qR=(R/\sqrt D)(a+\sqrt s)$. Partial fractions give

$$\frac1{s(\sqrt s+a)}=\frac1a\left[\frac1s-\frac1{\sqrt s(\sqrt s+a)}\right].$$

The last term is the transform of $g(t)=e^{a^2t}\,\mathrm{erfc}(a\sqrt t)$. To see this, differentiate: $g'=a^2g-a/\sqrt{\pi t}$, with $g(0)=1$. As $1/\sqrt{\pi t}$ has the transform $1/\sqrt s$, this becomes $s\hat g-1=a^2\hat g-a/\sqrt s$. Therefore

$$\hat g=\frac{1-a/\sqrt s}{s-a^2}=\frac{1}{\sqrt s(\sqrt s+a)}.$$

The factor in front is $h(\sqrt D/R)/a=h/(1+h)$, so

$$k(t)=k_a\left[1-\frac h{1+h}(1-g)\right]=\frac{k_a}{1+h}\,[1+h\,g(t)]. \tag{6}$$

At $t=0$, $g=1$ and $k=k_a$: the surface still sees the full density. To find the late behaviour, put $x=a\sqrt t$ and write

$$e^{x^2}\mathrm{erfc}\,x=\frac2{\sqrt\pi}\int_0^\infty e^{-2xy-y^2}dy\;\to\;\frac1{x\sqrt\pi}\qquad(x\gg1).$$

Thus $g\to0$, and (6) ends at $k_a/(1+h)$, which is (3). The leading late correction is

$$k(t)\simeq k\left[1+\frac{h}{1+h}\frac{R}{\sqrt{\pi Dt}}\right]. \tag{7}$$

A finite-volume solution of the diffusion equation confirms both results. For seven values of $h$ from 0.001 to 1000, the steady coefficient agrees with (3) to a relative error of at most $3.4\times10^{-5}$. For $h=0.3$ and 3, at five times from $0.01R^2/D$ to $100R^2/D$, the transient agrees with (6) to $4.2\times10^{-4}$.

## What the two derivations assume

Both take a continuous density, one value of $D$, a linear surface law, independent carriers and a single empty trap. They differ in how the steady state enters.

The first derivation presupposes it. That is safe in three dimensions because the integral of $1/r^2$ in (2) converges: an infinite surrounding can feed a constant current with a finite drop in density. For a plane sink the integral of a constant diverges, and for a long cylinder so does that of $1/r$. Neither has a steady coefficient referred to an infinite reservoir.

The second derivation proves that the steady state is reached and gives the time needed, at the price of a uniform initial density and of $D$ and $\kappa$ constant in time.

They also extend differently. The first accommodates a central force by one changed integral. The second accommodates loss to other traps, since a relaxation rate of the depletion enters its equation just as $s$ does. Both extensions are used below.

## Numbers for a tantalum oxide layer

The parameters are rough, round values: temperature 300 K, mobility 0.01 cm²/Vs between deep captures, $R=0.5$ nm and trap density $N=10^{19}$ cm⁻³. The Einstein relation multiplies the mobility by $k_BT/e=0.02585$ V, which gives $D=2.585\times10^{-4}$ cm²/s $=2.585\times10^{10}$ nm²/s. Hence

$$k_D=4\pi(2.585\times10^{10})(0.5)=1.62\times10^{11}\ \text{nm}^3/\text{s}.$$

For the uptake, suppose that a carrier inside the sphere is captured at the rate $w=10^{11}$ s⁻¹. If the density inside is hardly depleted, the intrinsic coefficient is rate times volume:

$$k_a=\frac{4\pi}3R^3w=5.24\times10^{10}\ \text{nm}^3/\text{s},\qquad \kappa=\frac{wR}3=1.67\times10^{10}\ \text{nm/s}.$$

Then $h=0.322$ and

$$k=\frac{5.24\times10^{10}}{1.322}=3.96\times10^{10}\ \text{nm}^3/\text{s}=3.96\times10^{-11}\ \text{cm}^3/\text{s}.$$

The surface density is 76% of the far density. The reaction-limited form is 32% above $k$, while the diffusion-limited form is 4.1 times $k$. The exponent (4) is 0.24. A carrier among such traps is captured after a mean time $1/(kN)=2.5$ ns. By then (7) gives an excess of 0.85%. The earlier, larger excess also counts, and integrating (6) over time shortens the mean capture time by 1.4%, so the steady coefficient serves to that accuracy.

At a mobility of $10^{-4}$ cm²/Vs, $h=32$ and $k$ is 97% of $k_D$. At 0.1 cm²/Vs, $h=0.032$ and $k$ is 97% of $k_a$. The crossover $h=1$ lies between $10^{-3}$ and $10^{-2}$ cm²/Vs for this trap.

## Is a reactive surface a fair picture?

The assumed uptake takes place throughout a ball, so that problem can be solved for comparison. Take $c_\infty=1$ and $f=rc$. Inside, $Df''=wf$, and finiteness at the centre selects $f=B\sinh(mr/R)$ with $m=R\sqrt{w/D}$. Outside, $f=r-b$, and by (2) $k=4\pi Db$. Continuity of $f$ and $f'$ at $R$ requires

$$B\sinh m=R-b,\qquad B\frac mR\cosh m=1.$$

Dividing the first by the second gives $R-b=R\tanh m/m$, and so

$$k_{\rm ball}=k_D\left(1-\frac{\tanh m}{m}\right)=k_D\left(\frac{m^2}3-\frac{2m^4}{15}+\dots\right).$$

The first term is $k_a$, since $m^2/3=h$. The surface formula expands as $k_D(m^2/3-m^4/9+\dots)$, so the two differ from second order on. Here the ball captures 4.5% less than (3).

Tunnelling matters more. An electron bound by 0.8 eV, with the free mass, has a wave function that decays over 0.22 nm. If the capture rate continues outside the sphere as the square of a plain exponential with this decay length, $k_a$ doubles and $k$ becomes 1.70 times the value from (3), or 1.78 times that of the ball without the tail. Formula (3) with the doubled $k_a$ gives 1.61. Most of the change therefore lies in the value of $k_a$. The plain exponential overstates the tail of an s state, which outside a spherical well falls as $e^{-r/\ell}/r$ with $\ell=0.218$ nm. With the square of that form, matched at $R$, $k_a$ grows by the factor $1+3\ell/(2R)=1.65$ and $k$ becomes 1.45 times the value from (3). The free mass is itself an assumption: a smaller effective mass lengthens the decay and strengthens the effect.

## When the trap is charged, or a field acts

Let the trap attract the carrier with energy $-k_BT\,r_c/r$, where $r_c$ is the Onsager length. The inward flux gains a drift term and can be written as one derivative:

$$\frac{I}{4\pi r^2}=D\left(\frac{dc}{dr}+\frac{r_c}{r^2}c\right)=De^{r_c/r}\frac{d}{dr}\left(c\,e^{-r_c/r}\right).$$

Dividing by $De^{r_c/r}$, integrating from $R$ to infinity and inserting $c(R)=I/k_a$ yields

$$\frac1k=\frac{e^{-r_c/R}}{k_a}+\frac{1-e^{-r_c/R}}{4\pi Dr_c}.$$

For a relative permittivity of 25, $r_c=2.23$ nm, more than four times $R$. A singly charged attractive trap then captures 15.9 times faster than the neutral one. Attraction crowds carriers at the surface, which removes most of the uptake resistance, and the trap becomes mainly diffusion-limited. Formula (3) with the bare $k_D$ and $k_a$ must not be used for it.

A uniform field gives the carriers a drift speed $v$ along $z$. The steady depletion $u$ then obeys $D\nabla^2u=v\,\partial u/\partial z$. Writing $u=e^{vz/2D}\phi$ turns this into $\nabla^2\phi=(v/2D)^2\phi$, whose decaying spherical solution is proportional to $e^{-vr/2D}/r$. For weak drift the prefactor follows from the current $I$ as in (2), so far from the trap the depletion is $I e^{v(z-r)/2D}/(4\pi Dr)$. Expanded for small $v$, it contains the constant $-Iv/(8\pi D^2)$, which raises the density offered to the trap, and a term odd in $z$, which averages to zero over the sphere at this order. With $I=kc_\infty$, the relative increase of $k$ is $kv/(8\pi D^2)$, or $\tfrac12(eFR/k_BT)\,h/(1+h)$ for a field $F$.

If $10^{12}$ stored electrons per cm² send all their field to one side, $F=0.072$ MV/cm and $eFR/k_BT=0.14$. The estimate is 1.7%, and a solution of the full drift problem for a reactive surface gives 1.8%. At a writing field of 2 MV/cm, $eFR/k_BT=3.9$. The weak-field law no longer applies. With $D$ and $\kappa$ held fixed, the full solution for a reactive surface gives a factor of 1.70, but only because carriers pile up against a sphere through which they cannot drift. If they can enter the trap and are taken up throughout its volume, the density nowhere exceeds $c_\infty$. Then $k$ cannot exceed $k_a$, which is 1.32 times the zero-field $k$ found above, so the factor of 1.70 must not be used for such a trap. A hop of 0.4 nm along this field also gains about $3k_BT$, which makes a drift speed proportional to the field doubtful.

## Setting the model beside a real layer

Amorphous tantalum oxide is used in resistive memories and has been studied as a charge-storage layer. A permittivity near 25 is typical. The mobility, trap radius and capture rate are much less certain, and the mobility may be wrong by a factor of ten or more. A tenfold lower mobility reduces $k$ to 31% of its value, and a tenfold higher one raises it by 28%, at fixed $k_a$.

Neutrality is not assured either. Oxygen vacancies can be positively charged. For an isolated vacancy with a single charge, the factor of 16 then applies as an estimate in weak fields only, where $eFr_c/k_BT$ is below about one. At 2 MV/cm this number is 17, and for a reactive surface with $D$ and $\kappa$ fixed the charged trap captures only about 4 times faster than a neutral one in the same field.

The assumption of short hops is also strained, because a hop of 0.4 nm is close to $R$. A trap made of seven lattice sites with the same $k_a$ captures 9% less than (3).

Other traps deplete the same carriers. If a steady supply of carriers balances their capture, then in a mean-field estimate the depletion relaxes at the rate $kN$, so $q$ in the second derivation becomes $1/\lambda$ with $\lambda=\sqrt{D/(kN)}=8.1$ nm, and $k_D$ becomes $k_D(1+R/\lambda)$. With the raised $k$ also used in $\lambda$, the increase of $k$ is 1.5%. This estimate ignores any order in the trap positions; for evenly spaced traps, with $k$ referred to the mean carrier density, the increase is larger, about 8% when each trap is given a spherical cell of volume $1/N$. Storage layers can also be about as thin as $\lambda$, and the effect of their faces is not included.

At 358 K, with a mobility activation energy of 0.15 eV and fixed $k_a$, $D$ triples but $k$ rises by only 20%. This activation energy is an assumed value. Combined with 0.01 cm²/Vs and hops of 0.4 nm it implies an attempt frequency of $5\times10^{13}$ s⁻¹ per bond, above typical phonon frequencies of about $10^{13}$ s⁻¹, so the three values do not fit simple phonon-assisted hopping together.

Release is negligible during capture. Detailed balance, with one transport state per lattice site and a depth of 0.8 eV, gives 0.02 s⁻¹ at 300 K and 4 s⁻¹ at 358 K, against a capture rate of $4\times10^8$ s⁻¹. The same figures mean that a single dwell in such a trap lasts, on average, under a minute at 300 K, so retention well beyond that time must rely on recapture, blocking layers or deeper traps.

Energetic disorder is a further limitation. In dispersive transport the carriers sink into ever deeper tail states, and their effective $D$ falls with time. The second derivation then loses its constant coefficients, and (3) has no single $D$ to use. Inserting a slowly falling $D(t)$ into (3) would be a further assumption. Under it, (4) implies that capture near $h=0.3$ would follow the fall only weakly at first, and more closely as $h$ grows.

## Computed results

```
Largest error of steady formula in test: 3.4e-05
Largest error of transient formula in test: 4.2e-04
Temperature: 300 K; kT: 0.02585 eV
Mobility: 0.01 cm2/Vs
Trap radius R: 0.50 nm
Capture rate inside trap: 1.0e+11 1/s
Trap density: 1.0e+19 1/cm3
Diffusion coefficient D: 2.5852e+10 nm2/s
Surface reactivity kappa: 1.6667e+10 nm/s
Diffusion-limited kD: 1.6243e+11 nm3/s
Reaction-limited ka: 5.2360e+10 nm3/s
Ratio h = ka/kD: 0.3223
Capture coefficient k: 3.9596e+10 nm3/s
Capture coefficient k: 3.9596e-11 cm3/s
Surface density c(R)/c(far): 0.7562
Sensitivity dln(k)/dln(D): 0.2438
Capture time 1/(kN): 2.525 ns
Mobility scan (cm2/Vs): h, k in cm3/s, k/kD, k/ka
  1e-04: 32.2348, 1.575e-12, 0.9699, 0.0301
  1e-03: 3.2235, 1.240e-11, 0.7632, 0.2368
  1e-02: 0.3223, 3.960e-11, 0.2438, 0.7562
  1e-01: 0.0322, 5.072e-11, 0.0312, 0.9688
  1e+00: 0.0032, 5.219e-11, 0.0032, 0.9968
Neglected effects; ratios are to k above
Relative permittivity: 25
Onsager length: 2.228 nm
Singly charged attractive trap, ratio: 15.91
Stored sheet density: 1.0e+12 1/cm2
Field of stored sheet (one-sided): 0.0724 MV/cm
eFR/kT in that field: 0.140; ratio: 1.0184
Writing field: 2.0 MV/cm
eFR/kT when writing: 3.868; ratio: 1.702
Hop length: 0.40 nm; total hop rate: 9.69e+11 1/s
Lattice trap of 7 sites, same ka, ratio: 0.911
Penetrable ball, same ka, ratio: 0.9547
Trap depth: 0.80 eV; decay length: 0.218 nm
Tunnelling tail: ka grows by factor 2.003
Tunnelling tail: k ratio, numerical: 1.702
Tunnelling tail: k ratio from enlarged ka: 1.609
Screening length by other traps: 8.08 nm
Mean-field effect of other traps, ratio: 1.0145
Diffusion time R^2/D: 9.67 ps
Transient k(t)/k at the capture time: 1.0085
Thermal release rate at 300 K: 2.249e-02 1/s
Mobility activation energy: 0.15 eV
At 358 K: D ratio 3.055, k ratio 1.196
Thermal release rate at 358 K: 4.047e+00 1/s
```
